# The Thomas-Fermi equation in universal form and its screening length

## From the electron gas to the equation for the potential

An ion that travels through a solid is deflected by the atoms it passes. If those atoms are replaced by bare nuclei, the deflecting potential is far too strong except very close to each nucleus. For an aluminium atom in the model treated here, the bare nuclear potential at 0.1 nm from the nucleus is 187 V, while the potential with the electrons included is about 15 V. A deflection computed from the bare potential would be far too large at every distant passage. The electrons must be included, and doing so atom by atom means solving a nonlinear differential equation afresh for each element. One would then have a numerical table for every nuclear charge and no rule that connects them.

The Thomas-Fermi model supplies the rule. In this model the factor by which the electrons reduce the bare nuclear potential is the same function of distance for all neutral atoms, apart from the unit of length. That unit is

$$
a=0.8853\,a_0Z^{-1/3},
$$

where $a_0$ is the Bohr radius and $Z$ the nuclear charge number. To find it, we need the equation for the potential with all its constants, because the number 0.8853 is made of these constants.

The atom has a fixed point nucleus of charge $+Ze$ and $Z$ electrons of charge $-e$, with $e>0$. The electrons are non-relativistic, and each occupied orbital state holds two of them with opposite spins. Exchange and correlation are left out, so each electron responds to the mean electrostatic potential $\phi(\mathbf r)$, which is taken to vanish at infinity. The potential energy of an electron is $-e\phi$.

The model's central assumption is that the electrons near any point behave like a uniform gas with the density $n(\mathbf r)$ found at that point. The properties of such a gas follow from counting. In a periodic cube of side $L$ and volume $V=L^3$, the plane waves have wave vectors whose components are integer multiples of $2\pi/L$. Each allowed vector therefore occupies the volume $(2\pi)^3/V$ in wave-vector space. In the ground state the vectors fill a sphere of radius $k_F$, and with two spins per vector the number of electrons in a large box is

$$
N=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3
=\frac{V k_F^3}{3\pi^2},
\qquad
n=\frac{k_F^3}{3\pi^2}.
$$

The kinetic energy of a state is $\hbar^2k^2/(2m)$. The number of states in a shell of radius $k$ grows as $k^2$, so the mean of $k^2$ over the filled sphere is

$$
\overline{k^2}
=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}
=\frac{k_F^5/5}{k_F^3/3}
=\frac35k_F^2 .
$$

An explicit count of lattice points in a finite sphere gives 1.0006 times the stated density and a mean energy of 0.6002 times the largest one. The small deviations come from the finite sphere, whose surface cuts through the lattice. Their sign changes with the radius chosen.

The kinetic energy per volume is the density times the mean energy. With $k_F=(3\pi^2n)^{1/3}$ it becomes

$$
n\,\frac35\,\frac{\hbar^2k_F^2}{2m}=C\,n^{5/3},
\qquad
C=\frac{3\hbar^2}{10m}(3\pi^2)^{2/3}.
$$

If a fixed number of electrons is squeezed into a region of size $\ell$, the density grows as $\ell^{-3}$ and the total kinetic energy as $\ell^3(\ell^{-3})^{5/3}=\ell^{-2}$. The attraction by the nucleus grows only as $\ell^{-1}$, so the kinetic energy keeps the electron cloud from collapsing onto the nucleus.

The total energy in the mean-field model consists of this kinetic energy, the attraction by the nucleus and the mutual repulsion of the cloud:

$$
E[n]=C\int n^{5/3}\,d^3r
-\frac{Ze^2}{4\pi\varepsilon_0}\int\frac{n(\mathbf r)}{r}\,d^3r
+\frac12\,\frac{e^2}{4\pi\varepsilon_0}
\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

The factor $1/2$ prevents each pair of charge elements from being counted twice. The repulsion between the nucleus and itself is a constant and is omitted.

We minimize $E$ at a fixed number of electrons $N=\int n\,d^3r$. This is done by adding $-\mu N$, where $\mu$ is a Lagrange multiplier, and requiring that a small change $\delta n$ leave $E-\mu N$ unchanged to first order. In the repulsion term both factors of $n$ are varied. The two contributions are equal, and together they cancel the factor $1/2$. The result is

$$
\delta(E-\mu N)=\int\left[\frac53Cn^{2/3}-e\phi(\mathbf r)-\mu\right]\delta n\,d^3r,
$$

where the nuclear and electronic terms have been combined into the electrostatic potential

$$
\phi(\mathbf r)=\frac{Ze}{4\pi\varepsilon_0r}
-\frac{e}{4\pi\varepsilon_0}\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
$$

Where $n>0$, the change $\delta n$ may have either sign, so the bracket must vanish. Its first term simplifies, because $\frac53\cdot\frac3{10}=\frac12$:

$$
\frac53Cn^{2/3}=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}=\frac{\hbar^2k_F^2}{2m}.
$$

The condition for the minimum is therefore

$$
\frac{\hbar^2k_F^2}{2m}-e\phi=\mu .
$$

The left side is the energy of the most energetic electron at the point considered. It must be the same everywhere in the cloud, since otherwise energy could be gained by moving electrons from where it is higher to where it is lower. Where $n=0$, the change $\delta n$ can only be positive. The bracket must then be non-negative, which means $e\phi+\mu\le0$. Solving for the density gives

$$
n=\frac{[2m(e\phi+\mu)]^{3/2}}{3\pi^2\hbar^3}
\quad\text{if } e\phi+\mu>0,
\qquad n=0\quad\text{otherwise}.
$$

The minimizing density is spherical. The kinetic term is strictly convex in $n$, the nuclear term is linear, and the repulsion is convex because the electrostatic energy of any charge difference is the non-negative energy of its field. If there were two different minimizing densities, their average would have a lower energy than either. There is thus at most one, and since rotating it about the nucleus gives a density of equal energy, it must be unchanged by rotation. From here on, $\phi$ and $n$ depend on the distance $r$ alone.

The multiplier $\mu$ is fixed by the charge of the atom. For a neutral atom it is zero, as can be seen by excluding both signs.

Suppose first that $\mu>0$. Far from the nucleus $\phi$ tends to zero, so the density tends to the positive constant $(2m\mu)^{3/2}/(3\pi^2\hbar^3)$. A constant density over unlimited space contains infinitely many electrons, which contradicts $N=Z$.

Suppose next that $\mu<0$. Since $\phi$ tends to zero, $e\phi+\mu$ is negative at large distances, and the density vanishes beyond some outermost radius $R$. At this edge the density goes continuously to zero, so $e\phi(R)=-\mu>0$. But the sphere of radius $R$ contains the whole neutral atom. By Gauss's law there is no field outside it, so $\phi$ has its value at infinity, which is zero, all the way in to $R$. The two statements about $\phi(R)$ contradict each other. Hence

$$
\mu=0\qquad\text{for the neutral atom.}
$$

The second argument also shows what a negative $\mu$ describes. If the atom has lost electrons and carries the net charge $qe$ with $q>0$, the potential at the edge is that of a point charge $qe$ at distance $R$, and

$$
\mu=-e\phi(R)=-\frac{qe^2}{4\pi\varepsilon_0R}.
$$

For aluminium with an edge placed at 0.2 nm, the numerical solution holds 11.494 electrons, and the field at the edge corresponds to $q=1.506$. The sum is 13, as it must be. The relation then gives $\mu=-10.8$ eV. The charge is not an integer because the model treats the electron number as continuous and the radius was prescribed instead of the charge.

Returning to the neutral atom, we need one more fact, the sign of $\phi$. Let $N(r)$ be the number of electrons inside radius $r$. It never exceeds $Z$, so Gauss's law gives an outward or vanishing field

$$
-\frac{d\phi}{dr}=\frac{[Z-N(r)]\,e}{4\pi\varepsilon_0r^2}\ge0 .
$$

Thus $\phi$ falls towards its value zero at infinity and is nowhere negative. With $\mu=0$, the density can be written without a distinction of cases:

$$
n=\frac{(2me\phi)^{3/2}}{3\pi^2\hbar^3}.
$$

This expresses the density by the potential. Electrostatics expresses the potential by the density, and the two together determine both. Away from the nucleus the charge density is $-en$, and Poisson's equation $\nabla^2\phi=-(-en)/\varepsilon_0$ has a positive right side:

$$
\nabla^2\phi=\frac{en}{\varepsilon_0}\qquad(r>0).
$$

For a function of $r$ alone the Laplacian is $\phi''+2\phi'/r$. Since $(r\phi)''=r\phi''+2\phi'$, it equals $(r\phi)''/r$. This suggests the variable $u=r\phi$, which would be constant for a bare nucleus and whose decrease therefore measures the screening. Multiplying Poisson's equation by $r$ and inserting $\phi=u/r$ in the density gives

$$
\frac{d^2u}{dr^2}
=\frac{e}{\varepsilon_0}\,r\,\frac{(2me)^{3/2}}{3\pi^2\hbar^3}\left(\frac ur\right)^{3/2}
=\frac{e}{\varepsilon_0}\,\frac{(2me)^{3/2}}{3\pi^2\hbar^3}\,\frac{u^{3/2}}{\sqrt r}.
$$

The equation needs two boundary conditions. Near the nucleus $\phi$ is dominated by $Ze/(4\pi\varepsilon_0r)$, so the density grows as $r^{-3/2}$. The potential that the electrons produce at the origin is proportional to $\int n\,r\,dr$, whose integrand grows as $r^{-1/2}$ and has a finite integral. Multiplied by $r$, this finite potential vanishes at the origin, and what remains is the nuclear part:

$$
u(0)=\frac{Ze}{4\pi\varepsilon_0}.
$$

At large $r$, integrating the field inward from infinity and using that $Z-N$ decreases outward, we find

$$
u(r)=r\int_r^\infty\frac{[Z-N(s)]\,e}{4\pi\varepsilon_0s^2}\,ds
\le\frac{[Z-N(r)]\,e}{4\pi\varepsilon_0}\longrightarrow0 .
$$

The second condition is therefore $u(\infty)=0$.

The neutral atom has no sharp edge in this model. If the cloud ended at a finite $R$, then both the potential and the field would vanish there, so $u(R)=0$ and $u'(R)=0$. The function $u=0$ satisfies the equation with these same starting values. For $r>0$ the right side of the equation has a continuous derivative with respect to $u$ at all $u\ge0$, because the power $3/2$ exceeds one, and so the solution with given starting values is unique. It would follow that $u=0$ all the way in to the nucleus, in conflict with $u(0)$. The cloud extends to infinity, and the screening is completed gradually.

## The universal equation and its length

For a neutral atom with nuclear charge $Ze$, let $\phi(r)$ be the electrostatic potential, $n(r)$ the electron density and $u=r\phi$. The Thomas-Fermi model with zero chemical potential led to

$$
\frac{d^2u}{dr^2}
=\frac{e}{\varepsilon_0}\,\frac{(2me)^{3/2}}{3\pi^2\hbar^3}\,\frac{u^{3/2}}{\sqrt r},
\qquad
u(0)=\frac{Ze}{4\pi\varepsilon_0},
\qquad u(\infty)=0,
$$

and Poisson's equation reads $u''=er\,n/\varepsilon_0$. The nuclear charge appears in the boundary value alone.

We measure $u$ by its value at the nucleus and $r$ by a length $a$ that is still free:

$$
u(r)=\frac{Ze}{4\pi\varepsilon_0}\,\chi(x),\qquad r=ax,
\qquad
\phi(r)=\frac{Ze}{4\pi\varepsilon_0r}\,\chi\!\left(\frac ra\right).
$$

The screening function $\chi$ is the factor by which the electrons reduce the bare nuclear potential. Its boundary values are $\chi(0)=1$ and $\chi(\infty)=0$. Two derivatives with respect to $r$ give a factor $1/a^2$, and $\sqrt r=\sqrt a\sqrt x$. Inserting these and multiplying by $a^2$ and by $4\pi\varepsilon_0/(Ze)$ gives

$$
\chi''=\Lambda\,\frac{\chi^{3/2}}{\sqrt x},
\qquad
\Lambda=\frac{e}{\varepsilon_0}\,\frac{(2me)^{3/2}}{3\pi^2\hbar^3}
\left(\frac{Ze}{4\pi\varepsilon_0}\right)^{1/2}a^{3/2}.
$$

Primes on $\chi$ denote derivatives with respect to $x$. The half power of the nuclear charge is what remains of $3/2$ powers on the right after division by one power from the left. Likewise $a^2/\sqrt a=a^{3/2}$.

To simplify $\Lambda$, write $1/\varepsilon_0=4\pi/(4\pi\varepsilon_0)$. The powers of $e$ add up to $1+\frac32+\frac12=3$, and those of $4\pi\varepsilon_0$ in the denominator to $1+\frac12=\frac32$. Hence

$$
\Lambda=\frac{4\pi\,2^{3/2}}{3\pi^2}
\left(\frac{me^2}{4\pi\varepsilon_0\hbar^2}\right)^{3/2}Z^{1/2}a^{3/2}
=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\left(\frac a{a_0}\right)^{3/2},
$$

with the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$. All constants of nature have combined into this one length. We now choose $a$ so that $\Lambda=1$:

$$
\left(\frac a{a_0}\right)^{3/2}=\frac{3\pi}{8\sqrt2}\,Z^{-1/2}.
$$

Raising both sides to the power $2/3$ turns $Z^{-1/2}$ into $Z^{-1/3}$. Since $8\sqrt2=4\cdot2^{3/2}$ and $(2^{3/2})^{2/3}=2$, the result is

$$
a=\frac12\left(\frac{3\pi}4\right)^{2/3}a_0Z^{-1/3}=0.8853\,a_0Z^{-1/3},
\qquad
\chi''=\frac{\chi^{3/2}}{\sqrt x}.
$$

The equation and its boundary values no longer contain $Z$. They also have at most one solution. If there were two, their difference would vanish at both ends and would have, with a suitable choice of order, a positive maximum. At that maximum its second derivative could not be positive. But the equation makes it positive, because the larger function has the larger right side. Every neutral atom in this model therefore has the same $\chi$.

The number 0.8853 rests on the choice $\Lambda=1$. With $a_0Z^{-1/3}$ as the unit of length, the equation would carry the coefficient 1.2004, and the potential at a given distance would be unchanged. The power of $Z$ is not a matter of choice. With $Z$ electrons in a region of size $\ell$, the kinetic energy per electron is of order $(\hbar^2/m)(Z/\ell^3)^{2/3}$, and the attraction is of order $Ze^2/(4\pi\varepsilon_0\ell)$. They balance when $Z^{2/3}/\ell^2$ is comparable to $Z/(a_0\ell)$, so $\ell$ is of order $a_0Z^{-1/3}$. The stronger pull of a heavier nucleus outweighs the larger number of electrons.

For aluminium, $Z=13$ and $13^{-1/3}=0.4253$, so

$$
a=0.8853\times0.4253\times0.05292\ \text{nm}=0.019925\ \text{nm}.
$$

The scaling was tested on the equation for $u$ in its original form, solved for aluminium, scandium and manganese without using $a$. The radius at which $u$ has fallen to half its nuclear value, divided by $x=0.7566$ where $\chi=1/2$, gives lengths of 0.019925, 0.016981 and 0.016023 nm. They agree with the formula to all digits in the numerical output. Out to $20a$, the three rescaled curves differ from the universal function by less than $10^{-6}$, on the scale where $\chi(0)=1$.

The function also tells where the electrons are. From $u''=er\,n/\varepsilon_0$, the number of electrons in a shell is

$$
4\pi r^2n\,dr=\frac{4\pi\varepsilon_0}{e}\,r\,u''\,dr=Z\,x\chi''\,dx .
$$

Because $(x\chi'-\chi)'=x\chi''$, the fraction of the electrons inside $x$ is

$$
\frac{N(r)}Z=\Big[x\chi'-\chi\Big]_0^x=1-\chi(x)+x\chi'(x).
$$

At the lower limit $x\chi'$ vanishes, since $\chi''$ grows there as $x^{-1/2}$ and its integral $\chi'$ stays finite. At infinity $x\chi'$ vanishes too. The function is convex and decreasing, so $\frac x2|\chi'(x)|\le\chi(x/2)-\chi(x)$, which tends to zero. The fraction thus tends to one, and the atom is neutral. Half the electrons lie inside $x=1.882$, which for aluminium is 0.0375 nm. Direct integration of the density gives the same radius.

The net charge inside $x$ is $Ze(\chi-x\chi')$. It is larger than $Ze\chi$, because $\chi'$ is negative. The force on a test charge is therefore screened less than the potential at the same distance. The difference arises because electrons farther out lower the potential inside their shell but exert no force there.

Near the nucleus $\chi''\approx x^{-1/2}$, and two integrations give

$$
\chi=1+\chi'(0)\,x+\frac43x^{3/2}+\dots,\qquad \chi'(0)=-1.588 .
$$

The slope follows from the condition at infinity and has to be found numerically. In the potential, the linear term becomes a constant, the potential of the electron cloud at the nucleus:

$$
\phi_{\text{cloud}}(0)=\frac{Ze}{4\pi\varepsilon_0a}\,\chi'(0).
$$

For aluminium $Ze/(4\pi\varepsilon_0)=18.72$ V nm, so this potential is $-18.72\times1.588/0.019925$ V, or about $-1490$ V. Integration of the model density gives the same value. It is a model value: the integral weights the region close to the nucleus, where the model density is too large, and a Hartree-Fock calculation for the aluminium atom gives about $-1210$ V. Since $a$ falls as $Z^{-1/3}$, its size grows as $Z^{4/3}$.

At greater distances the potential of the aluminium atom is as follows.

| $r$ (nm) | bare (V) | $\chi$ | screened (V) |
|---|---|---|---|
| 0.005 | 3744 | 0.755 | 2825 |
| 0.01 | 1872 | 0.606 | 1135 |
| 0.02 | 936 | 0.423 | 396 |
| 0.05 | 374 | 0.192 | 72 |
| 0.1 | 187 | 0.078 | 14.7 |

The length $a$ is a scale and not a decay length. At $r=a$ the screening function is 0.424, whereas an exponential with decay length $a$ would give 0.368. Farther out the difference is one of kind. A power $cx^{-p}$ solves the equation if

$$
c\,p(p+1)\,x^{-p-2}=c^{3/2}x^{-3p/2-1/2}.
$$

Equal exponents require $p=3$, and then $12c=c^{3/2}$ gives $c=144$. The function $144/x^3$ is infinite at the origin, so it is not the atomic solution, but it is the limit of that solution at large $x$.

This follows from a symmetry. If $\chi(x)$ solves the equation, so does $k^3\chi(kx)$: its second derivative has the factor $k^5$, and the right side has $k^{9/2}\sqrt k$, which is the same. For $k>1$ the new function starts at $k^3>1$ and vanishes at infinity. The argument used for uniqueness shows that it nowhere lies below $\chi$, and also that neither function exceeds $144/x^3$. Hence $x^3\chi(x)$ does not decrease with $x$ and is bounded by 144, so it has a positive limit $c$. As $k$ grows, $k^3\chi(kx)$ tends to $c/x^3$. This limit must itself solve the equation, which leaves $c=144$.

The approach is slow. A small correction to $144/x^3$ of the form $x^{s-3}$ must satisfy the linearized equation, whose right side is $\frac32\sqrt{144/x^3}\,/\sqrt x=18/x^2$ times the correction. This gives $(s-3)(s-4)=18$, or $s^2-7s-6=0$, with the roots 7.77 and $-0.77$. The correction that dies out relative to the leading term falls merely as $x^{-0.77}$. This power holds only where the correction is already small, which is very far out. In the numerical solution, $\chi$ is 17% of $144/x^3$ at $x=10$ and still only 55% at $x=50$.

The limiting tail also shows where the model fails. Treating the electrons as a locally uniform gas requires that $1/k_F$ be small compared with $\phi/|\phi'|$, the distance over which the potential changes. This distance is close to $r$ near the nucleus and approaches $r/4$ in the tail, where $\phi$ falls as $r^{-4}$. Since $\chi'$ is negative, it never exceeds $r$, so $k_Fr\gg1$ is a necessary condition. With $\hbar^2k_F^2/(2m)=e\phi$,

$$
k_F^2=\frac{2Z}{a_0r}\,\chi .
$$

Near the nucleus $\chi\approx1$, and the condition becomes $r\gg a_0/(2Z)$. Inside this distance the density that grows as $r^{-3/2}$ is not to be trusted. In the tail, $\chi\le144a^3/r^3$ and $Za^3=(9\pi^2/128)\,a_0^3$, so that

$$
k_F\le\frac{9\pi}2\,\frac{a_0}{r^2}.
$$

The nuclear charge has dropped out. The condition $k_Fr\gg1$ can hold only for $r\ll14a_0$, and since $\chi$ is well below its limiting form at such distances, it fails earlier. The far tail is thus a property of the equation and not of real atoms. Between the two limits, at $r$ of order $a$, $k_F$ is of order $Z^{2/3}/a_0$, and $k_Fr$ is of order $Z^{1/3}$. The condition is thus better met at larger $Z$, but the gain is slow, and it does not ensure a better potential at every distance. For aluminium $Z^{1/3}$ is 2.4. The product $k_Fr$ never exceeds 2.2 and $k_F\phi/|\phi'|$ never exceeds about 1.3, so the condition is nowhere well met, and the potentials in the table are model values. A Hartree-Fock calculation of the spherically averaged potential gives 2777, 1102, 356, 58 and 12 V at the same five distances. The model is thus too high by 2 to 3% at 0.005 and 0.01 nm and by 10 to 25% farther out. Shell structure, unpaired spins, exchange and correlation are missing at every distance.

A further limit concerns collisions. The energy of a point charge $ze$ in the atom is $ze\phi(r)$ if the charge does not disturb the electrons. A projectile that carries its own electrons does disturb them, and the problem then has two nuclei. With lengths in units of $a$ for the first atom and the potential in units of $Z_1e/(4\pi\varepsilon_0a)$, the scaled potential $\Phi$ of the neutral pair obeys

$$
\nabla^2\Phi=\Phi^{3/2}
$$

away from the nuclei. For one atom $\Phi=\chi/x$, and this is the universal equation again. For two, $\Phi$ must grow as $1/x_1$ near the first nucleus and as $(Z_2/Z_1)/x_2$ near the second, where $x_1$ and $x_2$ are the scaled distances from them. The solution depends on the charge ratio as well as on the scaled separation. Describing all pairs by one function and one combined screening length is therefore an additional approximation. The factor 0.8853 can be carried over to such a length, but the single-atom equation does not determine how $Z_1$ and $Z_2$ enter it.

## Computed results

```
State count / (kF^3/3pi^2): 1.00062
Mean kinetic energy / Fermi energy: 0.60025
Bohr radius a0: 0.0529177 nm
Equation coefficient 8 sqrt2/(3 pi): 1.200422
Length coefficient (1/2)(3pi/4)^(2/3): 0.885341
Al: Z = 13, a formula = 0.019925 nm, a from unscaled solution = 0.019925 nm
Al: a/a0 = 0.37653, largest curve difference = 5.7e-07
Sc: Z = 21, a formula = 0.016981 nm, a from unscaled solution = 0.016981 nm
Sc: a/a0 = 0.32090, largest curve difference = 6.6e-07
Mn: Z = 25, a formula = 0.016023 nm, a from unscaled solution = 0.016023 nm
Mn: a/a0 = 0.30278, largest curve difference = 7.0e-07
Exponent of Z from Al and Mn solutions: -0.33333
chi'(0): -1.58807
chi(1): 0.4240; exp(-1): 0.3679
x where chi = 1/2: 0.7566
chi(10) = 2.431e-02, ratio to 144/x^3 = 0.169
chi(50) = 6.323e-04, ratio to 144/x^3 = 0.549
Al electron number, outer radius 5.0 nm: 12.9993
x enclosing half the electrons: 1.8824
Al radius enclosing half: formula 0.03751 nm, density integral 0.03751 nm
Al electron-cloud potential at nucleus: formula -1492.0 V, density integral -1492.0 V
Al r = 0.005 nm: x = 0.2509, bare = 3743.9 V, chi = 0.7545, screened = 2824.86 V
Al r = 0.010 nm: x = 0.5019, bare = 1872.0 V, chi = 0.6061, screened = 1134.53 V
Al r = 0.020 nm: x = 1.0038, bare = 936.0 V, chi = 0.4230, screened = 395.90 V
Al r = 0.050 nm: x = 2.5094, bare = 374.4 V, chi = 0.1922, screened = 71.95 V
Al r = 0.100 nm: x = 5.0188, bare = 187.2 V, chi = 0.0784, screened = 14.67 V
Al ion with edge 0.2 nm: electrons = 11.494, q from edge slope = 1.506, mu = -10.84 eV
```
